# Parity and Transmission of p-n Steps in Zigzag Ribbons

## Problem

A zigzag honeycomb ribbon runs along $x$ with period $a$ and has $N$ zigzag chains. Chain $n$ contains sites $A_n$ and $B_n$. Electrons hop between nearest neighbours with amplitude $-t$, without interaction or disorder. A potential energy that is constant across the width,

$$V(x)=U\tanh(x/w),$$

makes the left side n-type and the right side p-type for an electron of energy $E=0$. $U$ is small enough that each lead has one open mode per spin.

(a) Find the lowest modes near $k=\pi/a$ and their symmetry.

(b) Find the transmission $T$ for even $N$. Does it depend on $w$?

(c) Find $T$ for odd $N$ when the step is smooth.

(d) How does a small energy difference $\delta$ between the two edges change both results?

(e) Evaluate $N=10$ and $N=11$ for $t=2.7$ eV, $a=0.25$ nm, $U=0.3$ eV, $w=5$ nm, and size the main neglected effects.

## Solution

### (a) The lowest modes

Modulo $a$, site $A_n$ lies at $x=(n-1)a/2$ and $B_n$ at $x=na/2$. Write a Bloch state as $\psi_j=e^{ikx_j}u_j$, with the true position $x_j$ in the phase. The two bonds between $A_n$ and $B_n$ have $\Delta x=\pm a/2$ and add up to $-tg$, with

$$g=2\cos(ka/2).$$

The bond from $B_n$ to $A_{n+1}$ has $\Delta x=0$ and gives $-t$. With amplitudes $a_n,b_n$,

$$E a_n=-t(g b_n+b_{n-1}),\qquad E b_n=-t(g a_n+a_{n+1}),\qquad b_0=a_{N+1}=0 .$$

The exchange $S:A_n\leftrightarrow B_{N+1-n}$ turns one set of equations into the other, so modes can be labelled by $a_n=s\,b_{N+1-n}$ with $s=\pm1$.

Take $g=-\gamma<0$ first and try

$$a_n=\sinh[(N+1-n)\eta],\qquad b_n=s\sinh(n\eta).$$

This meets both end conditions. The second equation becomes

$$E s\sinh(n\eta)=t\{\gamma\sinh[(N+1-n)\eta]-\sinh[(N-n)\eta]\}.$$

At $n=0$ the left side vanishes, which requires

$$\gamma=\frac{\sinh(N\eta)}{\sinh[(N+1)\eta]} .$$

To check the other $n$, put $P=N\eta$, $Q=(N+1)\eta$, $C=n\eta$. Expanding the differences,

$$\sinh P\sinh(Q-C)-\sinh Q\sinh(P-C)=\sinh C\,(\sinh Q\cosh P-\cosh Q\sinh P)=\sinh C\sinh\eta ,$$

because $Q-P=\eta$. The right side is therefore $t\sinh(n\eta)\sinh\eta/\sinh[(N+1)\eta]$. Since $1/s=s$,

$$E_s=s\,t\,\frac{\sinh\eta}{\sinh[(N+1)\eta]}\qquad(g<0).$$

The first equation follows by applying $S$. A real $\eta>0$ exists for $0<\gamma<N/(N+1)$.

For $g=+\gamma$, multiply $a_n$ and $b_n$ of this solution by $(-1)^n$. This reverses the sign of the coupling between pairs but not within them, so it converts the matrix at $-\gamma$ into minus the matrix at $+\gamma$. The energy changes sign. The new label is $s'=(-1)^{N+1}s$, since $(-1)^n$ and $(-1)^{N+1-n}$ differ by that factor. Hence $-s=(-1)^N s'$ and, dropping the prime,

$$E_s=(-1)^N s\,t\,\frac{\sinh\eta}{\sinh[(N+1)\eta]}\qquad(g>0).$$

Let $q=k-\pi/a$, so $g=-2\sin(qa/2)$. For $|g|\ll1$, $e^{-\eta}\approx|g|$, and both cases combine into

$$E_s\approx s\,t\,[2\sin(qa/2)]^N .$$

**For even $N$ the branch $s=+1$ is a conduction band on both sides of $q=0$. For odd $N$ it rises from the valence band into the conduction band.**

This assignment survives beyond the range of real $\eta$. Ordered as $A_1,B_1,A_2,\dots$, the Hamiltonian is an open chain with zero diagonal and determinant $(-1)^N(tg)^{2N}$, so no level crosses zero unless $g=0$. While all couplings are nonzero, its levels are nondegenerate: the first amplitude and $E$ fix all the others. The label of the lowest conduction mode therefore cannot change on either side of $q=0$. Reversing the sign on all $A$ sites reverses both $E$ and $s$, so the highest valence mode has the opposite label at the same $q$.

For $N=10$, diagonalization at $qa=\mp0.8$ gives $E_+=89.3$ meV at both points. For $N=11$ it gives $-69.0$ and $+69.0$ meV.

### (b) Even $N$

The positions of $B_{N+1-n}$ and $A_n$ differ by

$$\frac{(N+1-n)a}{2}-\frac{(n-1)a}{2}=\left(\frac N2+1-n\right)a .$$

For even $N$ this is a whole number of periods. $S$ is then a true mirror across the ribbon's midline, connecting sites at equal $x$. Since $V$ depends on $x$ alone, the mirror parity $s$ is conserved throughout the junction.

The incoming conduction mode has $s=+1$. The one open mode on the right is a valence mode with $s=-1$. No propagating wave there can carry the incoming parity, so

$$T=0\qquad(N\text{ even}).$$

Smoothness was not used: the block holds for any $w$. It does require an intact mirror and single-mode leads of opposite band type.

### (c) Odd $N$

Now the two positions differ by an odd multiple of $a/2$. The ribbon has a glide, a mirror combined with a half-period shift, and $V(x)$ breaks it.

To see how strongly, let $G=2\pi/a$ and $\tilde V(p)=\int V(x)e^{-ipx}dx$. Summing over unit cells with Poisson's formula gives, up to normalization,

$$\langle k'|V|k\rangle\propto\sum_j u_j'^*u_j\sum_l \sigma_j^{\,l}\,\tilde V(k'-k+lG),\qquad \sigma_j=e^{iGx_j}=\pm1 .$$

$S$ exchanges sites with opposite $\sigma_j$. Terms with even $l$ therefore conserve $s$, and terms with odd $l$ reverse it.

The $s=+1$ branch rises with $q$ in both bands, so the open right movers in both leads have $s=+1$ and the left movers have $s=-1$. Reflection must reverse $s$. If $q_m$ is the largest $|q|$ of the propagating lowest mode, this needs a Fourier component at $|p|\ge G-2q_m$. For the present step

$$|\tilde V(p)|=\frac{\pi Uw}{|\sinh(\pi pw/2)|},$$

which decays as $e^{-\pi|p|w/2}$. Neglecting these components leaves one incoming and one outgoing channel with $s=+1$, and current conservation gives

$$T\to1\qquad(N\text{ odd, smooth step}).$$

This is a leading-order argument, so the sharp-step regime was computed from lattice Green functions. The table gives the largest reflection for $N=11$ over energies $\pm0.1$ and $\pm0.2$ eV and three positions of the step relative to the lattice.

| $w/a$ | largest $1-T$ |
|---|---|
| 0.1 | 0.13 |
| 0.5 | $1.9\times10^{-3}$ |
| 1 | $2.0\times10^{-6}$ |
| 2 | $5\times10^{-12}$ |

A step only one period long is already smooth for this purpose. Between the last two rows the logarithm falls by 12.9. Setting this equal to $\pi pa$, with prefactors ignored, gives $p\approx4.1/a$. This is below $G=6.3/a$, as the subtraction of $2q_m$ suggests. Over the same settings, $T$ for $N=10$ stays below $10^{-9}$, numerically zero.

### (d) Unequal edges

Near the centre $V\approx Fx$, with $F=U/w$. In the Bloch representation $x$ acts as $i\partial_k$, so

$$iF\,\partial_k\psi=[E-H(k)]\psi .$$

The force is $-F$, and $k$ decreases at the rate $F/\hbar$. An electron arriving in the conduction band at $q>0$ drifts through $q=0$. For even $N$ its branch turns back up into the conduction band, where at $q<0$ it is a left mover. For odd $N$ it continues into the valence band.

Around $q=0$ the two branches are almost degenerate combinations of states on opposite edges,

$$|s=\pm1\rangle\approx(|A\rangle\pm|B\rangle)/\sqrt2 .$$

Let the edge energies be $\pm\delta/2$, and let the electron spend an effective interval $\Delta q$ in this region, entering and leaving it suddenly. The passage takes $\hbar\Delta q/F$, so the edge amplitudes acquire the relative phase

$$\Phi=\frac{\delta\,\Delta q}{F}=\frac{\delta\,\Delta q\,w}{U}.$$

The amplitude for reversing $s$ is $(e^{-i\Phi/2}-e^{i\Phi/2})/2$, with probability $\sin^2(\Phi/2)$. Transmission requires a reversal for even $N$ and none for odd $N$:

$$T_{\rm even}\approx\sin^2(\Phi/2),\qquad T_{\rm odd}\approx\cos^2(\Phi/2).$$

For both ribbons in (e), using the single value $\Delta q=1.4/a$ fitted there for $N=10$, these formulas agree with the lattice values within about 0.05 for $\delta$ up to 20 meV, where $\Phi\approx1.9$. They are approximate: one effective interval with sharp ends replaces a gradual entry and exit, and its best value differs slightly between the two ribbons. The two transmissions belong to different ribbons and need not add up to exactly one.

For small $\delta$, the interval ends where the splitting $2|E_s|\approx2t|qa|^N$ of the two branches has itself built up a phase of order one:

$$\frac1F\int_0^{|q|}2t(q'a)^N\,dq'=\frac{2t|qa|^{N+1}}{(N+1)Fa}\sim1 .$$

Thus $\Delta q\approx2|q|$ varies only as $F^{1/(N+1)}$, and at fixed $\delta$ and $U$ the phase grows as $\Phi\propto w^{N/(N+1)}$. A longer step therefore makes $\Phi$ larger. Smoothness suppresses lattice backscattering but increases the sensitivity to unequal edges.

### (e) Numbers and neglected effects

The ribbons are 2.02 nm ($N=10$) and 2.24 nm ($N=11$) wide. Their second modes open at 1.10 and 1.01 eV, well above $U=0.3$ eV. The step has $w=20a$, and its central field is $0.3\ \mathrm{V}/5\ \mathrm{nm}=0.6$ MV/cm.

The lattice calculation gives $T=0$ to numerical precision for $N=4,6,8,10$ and $T=1.000$ for $N=5,7,9,11$. With two spins, $G_{\rm el}=(2e^2/h)T$, which is zero for $N=10$ and $77.5\ \mu$S for $N=11$.

**Unequal edges.** With a potential varying linearly across the width, the lattice gives:

| $\delta$ (meV) | $T$, $N=10$ | $T$, $N=11$ |
|---|---|---|
| 5 | 0.054 | 0.940 |
| 10 | 0.204 | 0.776 |
| 20 | 0.640 | 0.307 |

Integrating the drift equation with constant $F$ reproduces these values within 0.01. For $N=10$ and $\delta=10$ meV, $\sin^2(\Phi/2)=0.204$ gives $\Phi=0.94$. With $F=15\ \mathrm{meV}/a$, the effective interval is $\Delta q=0.94\times15/(10a)=1.4/a$. Doubling $\delta$ then predicts $\sin^2(0.94)=0.65$, close to the computed 0.64.

**Second-neighbour hopping.** A value of roughly 0.1 eV preserves the mirror. The computed results remain $T=0$ for $N=10$ and $T=1.000$ for $N=11$.

**Temperature.** Electrons with $|E|>U$ meet the same band type on both sides, so the parity block does not apply. For $N=10$ at $E=0.36$ eV the computed transmission is 1.000. Taking $T=1$ for all $|E|>U$, the thermal average at 300 K is

$$\frac{2}{e^{U/k_BT_{\rm K}}+1}=1.8\times10^{-5},$$

where $T_{\rm K}$ is the temperature and $k_BT_{\rm K}=25.9$ meV. This corresponds to about $1.4\times10^{-3}\ \mu$S. Second-neighbour hopping raises this estimate. An amplitude of $-0.1$ eV, the same sign as the nearest-neighbour term, lowers the edge-state energy at $q=0$ by 0.1 eV relative to the Dirac energy, so the blocked window runs from about $-0.37$ to $0.20$ eV instead of from $-0.3$ to $0.3$ eV. The thermal average is then about $4.4\times10^{-4}$, or $0.03\ \mu$S.

**Edge magnetism.** This is the largest of the computed effects for the odd ribbon. A half-filled mean-field Hubbard calculation with a rough repulsion of 2 eV gives opposite moments on the two edges, about 0.25 Bohr magneton per edge atom. The gaps are about 0.28 eV ($N=10$) and 0.27 eV ($N=11$). The first is the value on a fine $k$ mesh; the coarser mesh in the numerical output gives 0.286 eV. With this order frozen into the whole junction, $T=1.5\times10^{-3}$ for $N=10$ and $0.051$ for $N=11$. The odd ribbon thus loses about 95% of its transmission. The gap is symmetric about zero energy, so at $E=0$ no propagating state exists where $|V(x)|$ is less than half the gap. The electron must tunnel through this central region. Doping should weaken the order in the leads, so the frozen profile is an illustration rather than a prediction, and it is not the worst case for either ribbon. Weaker order still acts as a large difference between the edges for each spin, and $T$ oscillates with its strength, so tunnelling alone does not set these numbers. Scaling the frozen order throughout the junction to 90%, 50%, 35% and 15% gives $T=0.060$, $0.32$, $0.52$ and $5\times10^{-4}$ for $N=10$, and $0.035$, $0.10$, $7\times10^{-4}$ and $0.90$ for $N=11$. Since the repulsion is only a rough value, the transmissions at full order should not be read as quantitative.

**Comparison with graphene ribbons.** The hopping and period are rough graphene values. A 5 nm step is short for electrostatic gates. A longer one would make the even-odd contrast more sensitive to a small $\delta$, because $\Phi$ grows with $w$. Real ribbons may also have edge defects, unequal surroundings at the two edges and magnetic order. Edge defects and self-consistent screening were not computed. The contrast between zero and $77.5\ \mu$S therefore belongs to a clean, nonmagnetic ribbon with equivalent edges. In this example, an edge difference of 10 meV alone changes it to about 16 and $60\ \mu$S when the potential varies linearly across the width, and to about 12 and $65\ \mu$S when it sits on the edge atoms only. Most of the computed values are listed in the numerical output.

## Computed values

```
hopping t = 2.70 eV, period a = 0.250 nm
half step U = 0.30 eV, step length w = 5.0 nm = 20 a
field at junction centre = 0.60 MV/cm
N=10: width = 2.02 nm, second mode opens at 1.099 eV
N=10: modes in uniform ribbon at 1.5 eV = 3, Green-function T = 3.00000
N=11: width = 2.24 nm, second mode opens at 1.012 eV
N=11: modes in uniform ribbon at 1.5 eV = 3, Green-function T = 3.00000
N=10: s=+1 edge mode at qa=-0.8, +0.8: 89.320, 89.320 meV
N=11: s=+1 edge mode at qa=-0.8, +0.8: -69.019, 69.019 meV
conductance quantum 2e^2/h = 77.481 microsiemens
N=4: T = 4.124e-32, conductance = 3.196e-30 microsiemens
N=5: T = 1.000e+00, conductance = 7.748e+01 microsiemens
N=6: T = 3.108e-31, conductance = 2.408e-29 microsiemens
N=7: T = 1.000e+00, conductance = 7.748e+01 microsiemens
N=8: T = 9.332e-30, conductance = 7.230e-28 microsiemens
N=9: T = 1.000e+00, conductance = 7.748e+01 microsiemens
N=10: T = 5.372e-30, conductance = 4.162e-28 microsiemens
N=11: T = 1.000e+00, conductance = 7.748e+01 microsiemens
w = 0.10 a: largest reflection N=11 = 1.3e-01, largest T N=10 = 9.0e-10
w = 0.25 a: largest reflection N=11 = 4.2e-02, largest T N=10 = 2.7e-10
w = 0.50 a: largest reflection N=11 = 1.9e-03, largest T N=10 = 8.2e-11
w = 1.00 a: largest reflection N=11 = 2.0e-06, largest T N=10 = 8.8e-12
w = 2.00 a: largest reflection N=11 = 5.2e-12, largest T N=10 = 7.8e-14
edge difference 5 meV, N=10: T lattice = 0.0540, drift = 0.0530
edge difference 5 meV, N=11: T lattice = 0.9405, drift = 0.9411
edge difference 10 meV, N=10: T lattice = 0.2037, drift = 0.2000
edge difference 10 meV, N=11: T lattice = 0.7762, drift = 0.7794
edge difference 20 meV, N=10: T lattice = 0.6403, drift = 0.6310
edge difference 20 meV, N=11: T lattice = 0.3067, drift = 0.3146
second-neighbour hopping 0.10 eV: T(N=10) = 2.8e-30, T(N=11) = 1.000000
N=10 at E = 0.36 eV, above the step: T = 1.00000
thermal leakage estimate at 300 K: T = 1.82e-05 (kT = 25.85 meV)
N=10, Hubbard 2.0 eV: gap = 0.286 eV, edge moment = 0.248 Bohr magneton
N=10: T with this magnetic order frozen in = 1.51e-03
N=11, Hubbard 2.0 eV: gap = 0.268 eV, edge moment = 0.249 Bohr magneton
N=11: T with this magnetic order frozen in = 5.09e-02
```
